# Why residual-minimizing band solvers can duplicate or skip eigenstates

A self-consistent calculation of a molecule or a chip material needs, for each trial density, the lowest eigenstates of a Kohn–Sham matrix. One way to get them is to take a starting vector for each band and improve it separately until it satisfies the eigenvalue equation closely. Suppose every band ends with a tiny residual. The list may still contain one state twice, or lack the highest occupied state. Each vector has passed its own test, so what did the test leave out?

## What the residual measures

Hold the density fixed, so that $H$ is a fixed real symmetric matrix, and use an orthonormal basis. Its eigenvectors obey $Hv_j=\lambda_jv_j$. For a real unit vector $x$ define

$$\rho=\langle x|H|x\rangle,\qquad r=(H-\rho)x,\qquad F=\|r\|^2 .$$

Since $H$ is symmetric,

$$F=\langle x|(H-\rho)^2|x\rangle=\langle H^2\rangle-2\rho\langle H\rangle+\rho^2=\langle H^2\rangle-\rho^2 .$$

The squared residual is thus the variance of the energy in $x$. With $x=\sum_jc_jv_j$ and weights $p_j=c_j^2$,

$$F=\sum_jp_j(\lambda_j-\rho)^2 .$$

Every term is non-negative. Hence $F=0$ requires $\lambda_j=\rho$ for each state present, which makes $x$ an eigenvector, possibly a mixture within one degenerate level. Conversely, every eigenvector gives $F=0$. The lowest state and the highest are equally good minima.

The weights sum to one, so $F\ge\min_j(\lambda_j-\rho)^2$. Some eigenvalue therefore lies within $\|r\|$ of $\rho$. This does not say which eigenvalue it is, nor whether another band has already taken it.

## The solvable model: two states

Let the trial contain two states $a$ and $b$, with $\Delta=\lambda_b-\lambda_a\neq0$:

$$x=\cos\theta\,v_a+\sin\theta\,v_b .$$

The mean energy is $\rho=\lambda_a\cos^2\theta+\lambda_b\sin^2\theta=\lambda_a+\Delta\sin^2\theta$. The distances of the two levels from it are

$$\lambda_a-\rho=-\Delta\sin^2\theta,\qquad \lambda_b-\rho=\Delta\cos^2\theta .$$

Inserting them in the variance gives

$$F=\cos^2\theta\,\Delta^2\sin^4\theta+\sin^2\theta\,\Delta^2\cos^4\theta
=\Delta^2\sin^2\theta\cos^2\theta=\frac{\Delta^2}{4}\sin^22\theta .$$

The residual is zero at $\theta=0$ and at $90^\circ$. Between them stands a barrier at $45^\circ$, of height $\|r\|=|\Delta|/2$. The sign of $\Delta$ has dropped out: residual minimization does not know which state is lower. The energy does know, since $d\rho/d\theta=\Delta\sin2\theta$ has one sign all the way from $a$ to $b$.

For numbers, take N$_2$ with the PBE functional, the cc-pVDZ basis and a chosen bond length of 1.10 Å. After self-consistency the Kohn–Sham matrix is held fixed. Its valence levels, in eV, are $2\sigma_g$ at −27.987, $2\sigma_u$ at −13.089, the pair $1\pi_u$ at −11.233, and the highest occupied level $3\sigma_g$ at −9.718. The lowest empty level is the pair $1\pi_g$ at −1.444.

Let $a$ be $3\sigma_g$ and $b$ one of the $1\pi_g$ states. Then $\Delta=8.274$ eV and the barrier is $8.274/2=4.137$ eV. At $\theta=46^\circ$,

$$\rho=-9.718+8.274\sin^246^\circ\approx-5.44\ \text{eV}.$$

This is about 4.28 eV from $3\sigma_g$ and 3.99 eV from $1\pi_g$. Refinement ends at −1.444 eV, in the empty state. From $44^\circ$ it ends at −9.718 eV. With $2\sigma_g$ as partner the barrier is 9.134 eV, and the $46^\circ$ trial falls to −27.987 eV. The first failure skips the highest occupied state; the second duplicates $2\sigma_g$ if another band already holds it.

## What one refinement sweep does

The rule used here is residual minimization by direct inversion in the iterative subspace, or DIIS. In each sweep a reference energy $\varepsilon=\rho$ is computed and then held fixed. The method stores vectors $x_i$ and residuals $R_i=(H-\varepsilon)x_i$, and chooses the combination $y=\sum_ia_ix_i$ that minimizes

$$Q_\varepsilon(y)=\frac{\|(H-\varepsilon)y\|^2}{\|y\|^2}.$$

A multiple of the new residual is added to $y$ to make the next stored vector. That residual may first be multiplied by a preconditioner, a matrix chosen to speed convergence; here there is none.

For a unit vector $y$ with weights $p_j$,

$$Q_\varepsilon(y)=\sum_jp_j(\lambda_j-\varepsilon)^2 .$$

If the whole vector space could be searched, the minimum would put all weight on the level closest to $\varepsilon$. In this sense the band goes to a nearby eigenstate: near in energy to the reference, not lowest.

In the two-state model the whole relevant space is reached at once. Unless $\theta$ is $0$ or $90^\circ$, $x$ and $r$ are independent and span both states. The competing values of $Q_\varepsilon$ are $\Delta^2\sin^4\theta$ for $a$ and $\Delta^2\cos^4\theta$ for $b$. State $a$ wins for $\theta<45^\circ$ and $b$ for $\theta>45^\circ$, as found above. At exactly $45^\circ$ there is a tie.

With many states, a few steps reach only vectors of the form $y=q(H)x$, with $q$ a polynomial of low degree, at most six in the sweeps below unless a larger search space is stated. The amplitude on state $j$ becomes $q(\lambda_j)c_j$. To select a state whose $c_j$ is small, $q$ must be large at $\lambda_j$ and small at the other energies present, which a low degree may not allow. The composition of the trial therefore matters as well as its mean energy. If $c_j=0$, this method cannot reach state $j$ in exact arithmetic.

Updating $\varepsilon$ between sweeps does no harm to the residual. For a unit vector $y$ with mean energy $\rho_y$, write $H-\varepsilon=(H-\rho_y)+(\rho_y-\varepsilon)$. The cross term vanishes because $\langle y|H-\rho_y|y\rangle=0$, so

$$Q_\varepsilon(y)=F(y)+(\rho_y-\varepsilon)^2 .$$

The old vector $x$ belongs to the search space and has $\rho=\varepsilon$. Therefore

$$F(y)\le Q_\varepsilon(y)\le Q_\varepsilon(x)=F(x).$$

The residual never rises from sweep to sweep. This holds on the way to a wrong state just as on the way to the right one.

## No false minima, but too many true ones

Could a many-state trial also get trapped at something that is not an eigenvector? Find the stationary points of $F$ on the unit sphere, using a multiplier $\mu$ for $\sum_jc_j^2=1$. Since $F=\sum_jc_j^2\lambda_j^2-\rho^2$ and $\partial\rho/\partial c_j=2c_j\lambda_j$,

$$2c_j\left(\lambda_j^2-2\rho\lambda_j-\mu\right)=0 .$$

Each state present must satisfy $(\lambda_j-\rho)^2=\mu+\rho^2$, the same number $d^2$ for all. So at most two energies occur, $\rho+d$ and $\rho-d$. Their average must be $\rho$, which gives each level total weight one half. These are the $45^\circ$ mixtures of the model, with $F=d^2$. Turning towards either level lowers $F$, so none of them is a local minimum. Every local minimum of $F$ is an eigenvector.

Now compare the surroundings of an eigenvector $v_k$ for the two quantities. Add a small part $t$ of a unit vector $u=\sum_ju_jv_j$ orthogonal to $v_k$:

$$x=\frac{v_k+tu}{\sqrt{1+t^2}} .$$

Subtracting $\lambda_k$ from $H$ removes the contribution of $v_k$ itself, so

$$\rho-\lambda_k=\frac{t^2}{1+t^2}\sum_j(\lambda_j-\lambda_k)u_j^2 .$$

A variance is unchanged by a shift of the energy zero. Hence

$$F=\frac{t^2}{1+t^2}\sum_j(\lambda_j-\lambda_k)^2u_j^2-(\rho-\lambda_k)^2
\approx t^2\sum_j(\lambda_j-\lambda_k)^2u_j^2 ,$$

because the subtracted square is of order $t^4$. The energy has a downhill direction towards each lower state, while the leading change of $F$ is never negative. At $3\sigma_g$, stepping towards each of the other 27 eigenvectors lowers the energy in six cases, two 1s and four valence states, and lowers the residual in none. An eigenstate between the lowest and the highest level is a saddle for the energy but a minimum for the residual.

## How symmetry makes duplicates

Controlled mixtures show that failure is possible. A more natural start for N$_2$ uses the contracted basis functions labelled 2s and 2p on both atoms, eight trials in all. In cc-pVDZ these lack the most diffuse s and p primitives, so they are tighter than the atomic orbitals. The 1s states are projected out of them, so that refinement concerns valence and empty states.

Let $U$ be inversion through the bond centre, which commutes with $H$. Replace a trial $x$ by $Ux$. The mean energy is the same, the residual becomes $Ur$, and all scalar products among the stored vectors are unchanged. DIIS then finds the same coefficients, provided its minimizer is unique, and the refined vector is $Uy$ in place of $y$. Two trials that mirror each other stay mirror images throughout.

Suppose the first converges to a nondegenerate state $v$. Then $HUv=UHv=\lambda Uv$, so $Uv$ is a multiple of $v$. Because $U^2=1$, the multiple is $+1$ or $-1$. Both trials have reached the same state.

The $\pi$ levels are degenerate, but the argument survives. A $2p_x$ trial is odd under $x\to-x$, and $H$ preserves this. Among vectors of that symmetry each of the $\pi$ levels in question has one state, so the same reasoning applies there.

The outcome, in eV, is:

| Trial on either atom | Start | End |
|---|---:|---:|
| 2s | −15.579 | −13.089 |
| 2p$_x$, 2p$_y$ | −3.131 | −1.444 |
| 2p$_z$ | −6.932 | −9.718 |

The trials of each pair overlapped by no more than 0.340 in magnitude at the start; at the end the overlap is 1.000000. Eight trials have given four independent states. Two of them are occupied, $2\sigma_u$ and $3\sigma_g$. The lowest valence state, $2\sigma_g$, is missing, and so are both $1\pi_u$ states, while both $1\pi_g$ states have been found twice.

In these sweeps each trial reached the level closest to its starting energy. This is not a general rule, since the size of the search space and the composition of the trial also matter. The 2s trial begins 2.49 eV from $2\sigma_u$ but 12.41 eV from $2\sigma_g$. The 2p$_x$ trial begins 1.69 eV from $1\pi_g$ but 8.10 eV from $1\pi_u$.

Which states are lost depends on the trials; the duplication does not. With the 2s and 2p orbitals of a PBE nitrogen atom in the same basis, the 2s trials start near −21.0 eV and end in $2\sigma_g$, the 2p$_x$ and 2p$_y$ trials start near −7.7 eV and end in $1\pi_u$, and the 2p$_z$ trials start near −12.6 eV and end in $2\sigma_u$. Eight trials again give four states, and the missing occupied state is now $3\sigma_g$.

## Why rotating first helps

The eight starting vectors do contain the needed information. A Rayleigh–Ritz rotation diagonalizes $H$ within their span before any band is refined. For a mirror pair, the sum and the difference have opposite parity, and $H$ does not couple them. Vectors of opposite parity cannot merge later, because each sweep preserves parity.

After this rotation the same refinement gives eight independent states, including all five occupied valence states. Symmetry matters here as much as energy. Two rotated vectors start at −7.39 eV, where the closest level of any kind is $3\sigma_g$. Being a degenerate pair made from 2p$_x$ and 2p$_y$, they have $\pi$ symmetry and cannot go there. They must be $\pi_u$, because a trial of $\pi_g$ symmetry cannot have a mean energy below the lowest $\pi_g$ level, −1.444 eV. They end in $1\pi_u$.

Parity does not separate trials of the same symmetry; those still depend on a good start. Nor does rotation help after collapse. Four independent vectors span four dimensions, and diagonalizing $H$ there returns four states. Orthonormalizing two nearly equal vectors with overlap $s$ gives $(x_2-sx_1)/\sqrt{1-s^2}$, in which the small denominator magnifies whatever error distinguishes them.

## An orthonormal set can still be incomplete

Duplicates at least show up in the overlaps. A skipped state need not. Take the four lower occupied valence states and, as fifth band, the $50^\circ$ mixture of $3\sigma_g$ and $1\pi_g$ after refinement. The set is orthonormal and its residuals are below $10^{-4}$ eV, yet it contains $1\pi_g$ in place of $3\sigma_g$.

A count of levels exposes the gap. Choose $\sigma=-5.581$ eV, midway between these two levels, and factor $H-\sigma=LDL^{T}$ with $L$ invertible. Such a transformation preserves the number of negative eigenvalues, so $D$ has as many as there are levels below $\sigma$. Without the two 1s states the count is five; the set supplies four. A dense factorization costs of order $n^3$ operations for an $n\times n$ matrix, which suits small problems like this one.

Minimizing the summed energy of an orthonormal set would also detect the fault, if given a direction to move in. Turning the $1\pi_g$ vector by an angle $t$ towards $3\sigma_g$ changes the sum by $-8.274\sin^2t$ eV per electron. The wrong set is a saddle for that sum, whereas each of its vectors is a minimum of its own residual.

## How good must a start be?

Contaminate each occupied valence state $v_k$ with a random unit vector $d$, orthogonal to it and to the 1s states:

$$x=\sqrt{1-w}\,v_k+\sqrt w\,d,\qquad \rho=\lambda_k+w(\rho_d-\lambda_k),$$

where $\rho_d$ is the mean energy of $d$. The cross term vanishes because $Hv_k=\lambda_kv_k$ and $d$ is orthogonal to $v_k$. Random vectors contain much of the high spectrum, which here extends to 76.2 eV, so the shift is upward on average. Forty trials were refined at each $w$:

| $w$ | Mean shift (eV) | Returned to own level | Reached level nearest initial $\rho$ |
|---:|---:|---:|---:|
| 0.002 | 0.08 | 40 | 40 |
| 0.05 | 2.11 | 40 | 16 |
| 0.5 | 20.28 | 1 | 8 |

The middle row shows why "nearby" needs care. A shift of 2.11 eV carries $2\sigma_u$ closer to $1\pi_u$, and $1\pi_u$ closer to $3\sigma_g$, while $2\sigma_g$ and $3\sigma_g$ remain nearest to themselves. That is two of five kinds of trial, matching 16 of 40. Yet all 40 return home. With 95% of the weight on the right state, composition outweighs initial energy, as the restricted search space allows.

At $w=0.5$ nearly all are lost, and convergence itself becomes slow. Fifteen trials still had residuals above 0.01 eV after 300 sweeps. Their median residual was 0.049 eV, and essentially all their weight lay on two levels, with a median separation of 0.140 eV. The two-state model allows a residual up to $0.140/2=0.070$ eV for such a pair. By the same formula, a residual of 0.049 eV on a pair 0.140 eV apart would put about 14% of the weight on the minor level. A residual that looks small can thus belong to a sizeable mixture when levels are close. The cause of the slow separation was not tested. These trials were completed in a larger search space, and the table includes where they then landed.

## What a wrong set costs

With two electrons per orbital and $H$ held fixed, replacing $3\sigma_g$ by $1\pi_g$ raises the band-energy sum by $2\times8.274\approx16.55$ eV. The PBE total energy, evaluated with the density of the wrong set, rises by 18.43 eV. The two differ because the total energy also responds to the changed density.

Counting $2\sigma_g$ twice in place of $3\sigma_g$ changes the band sum by

$$2(-27.987+9.718)=-36.54\ \text{eV}.$$

This lies below the true minimum because four electrons have been put in an orbital that can hold two. A low band sum is therefore no proof of a correct set unless the orbitals are orthonormal.

Self-consistency need not repair a skip. Rebuilding $H$ from the skipped set's density lowers the mean energy of the old $3\sigma_g$ orbital by 1.52 eV and raises that of the old $1\pi_g$ orbital by 0.30 eV. The separate shifts depend on the basis: in cc-pVTZ, cc-pVQZ and aug-cc-pVTZ the first lies between −1.6 and −2.0 eV and the second between +0.08 and −0.39 eV. Their difference stays between 1.6 and 1.8 eV, so relative to $1\pi_g$ the missing state is now even more favourable. But the occupied $1\pi_g$ orbital is odd under reflection in a plane containing the bond, and its density is even, so the new $H$ keeps that reflection symmetry. Refining the odd vector cannot produce the even $3\sigma_g$ state in exact arithmetic.

## From this model to production calculations

The chosen bond length is close to that of the real molecule, roughly 1.1 Å, but the levels are PBE orbital energies, not measured excitation or ionization energies. The functional's error is not assessed here. Enlarging the basis to cc-pVTZ moves $3\sigma_g$ from −9.718 to −10.084 eV and the gap from 8.274 to 8.314 eV, so the barrier to $1\pi_g$ changes by only 0.02 eV. The level itself is still not converged: cc-pVQZ gives about −10.17 eV and aug-cc-pVTZ about −10.27 eV, with gaps near 8.3 eV. Across these larger bases the barrier to $2\sigma_g$ is about 9.0 eV instead of 9.134 eV, and the total-energy rise of the skipped set is 18.25 to 18.38 eV instead of 18.43 eV. The top of the spectrum changes far more, from 76.2 eV to 426.5 eV in cc-pVTZ. The random-start counts, the sweep numbers and the complete recovery after rotation therefore belong to this basis and should not be carried over to another.

A production calculation for a chip material may use plane waves, pseudopotentials and a preconditioner. A preconditioner changes the search directions and can take a two-state trial out of its plane, so the $45^\circ$ divide need not hold. It does not change $F$, whose minima remain all the eigenvectors. The forced duplicates also carry over to equivalent atoms in a crystal or slab, if the symmetry operation commutes with both $H$ at the chosen wave vector and the preconditioner, relates the two trials, and leaves the final state unchanged up to a phase. A good safeguard is a start whose span already lies close to the wanted states, rotated within that span before the bands are refined separately. It is not a guarantee: if the span is too far off, states can still be lost, so the overlaps and the count of levels remain worth checking. The full numerical output follows.

## Calculated quantities

```
N2, PBE/cc-pVDZ, bond 1.10 angstrom, 28 basis functions
level 2sigma_g: -27.987 eV
level 2sigma_u: -13.089 eV
level 1pi_u: -11.233 eV
level 3sigma_g: -9.718 eV
level 1pi_g: -1.444 eV
HOMO-LUMO gap 8.274 eV; highest level 76.2 eV
downhill directions at 3sigma_g: energy 6, residual 0
3sigma_g/2sigma_g barrier residual 9.134 eV
  mixing angle 44 deg -> lands at -9.718 eV
  mixing angle 46 deg -> lands at -27.987 eV
3sigma_g/1pi_g barrier residual 4.137 eV
  mixing angle 44 deg -> lands at -9.718 eV
  mixing angle 46 deg -> lands at -1.444 eV
2s trial: residual 17.068 eV at start, 9.946 eV after 3 DIIS steps
atomic trials refined separately (atom A, atom B):
  2s: start -15.579, ends -13.089 and -13.089 eV; start overlap 0.223, final 1.000000
  2px: start -3.131, ends -1.444 and -1.444 eV; start overlap 0.122, final 1.000000
  2py: start -3.131, ends -1.444 and -1.444 eV; start overlap 0.122, final 1.000000
  2pz: start -6.932, ends -9.718 and -9.718 eV; start overlap 0.340, final 1.000000
separate: 4 independent states from 8 trials, 2 of 5 occupied valence states found
Ritz energies before refinement (eV): -26.37 -8.70 -7.39 -7.39 -5.69 2.31 2.31 22.59
rotated first: 8 independent states, 5 of 5 occupied valence states found
valence states below -5.581 eV: inertia 5, skipped set 4
random contamination, 8 sets of 5 trials:
  weight 0.002: mean energy shift 0.08 eV, own level 40/40, nearest level 40/40, done in 300 sweeps 40/40
  weight 0.050: mean energy shift 2.11 eV, own level 40/40, nearest level 16/40, done in 300 sweeps 40/40
  weight 0.500: mean energy shift 20.28 eV, own level 1/40, nearest level 8/40, done in 300 sweeps 25/40
converged after completion: 120/120
15 stalled trials, medians: residual 0.049 eV, two main levels 0.140 eV apart, joint weight 1.000
band-sum error: HOMO skipped for LUMO +16.548 eV, 2sigma_g counted twice -36.538 eV
total-energy error of the skipped set +18.431 eV
density feedback on 3sigma_g expectation energy -1.516 eV
density feedback on 1pi_g expectation energy +0.302 eV
cc-pVTZ: HOMO -10.084 eV, gap 8.314 eV, highest level 426.5 eV
```
